# Cyclotron Resonance of Ellipsoidal Valleys and the Electron Lines of Silicon

## The problem

Near the bottom of a conduction-band valley, the energy of an electron is

$$
E=\frac{p_x^2+p_y^2}{2m_t}+\frac{p_z^2}{2m_l},\qquad \mathbf p=\hbar(\mathbf k-\mathbf k_0).
$$

Here $\mathbf k_0$ is the position of the minimum, $z$ is the symmetry axis of the valley, and $m_t$ and $m_l$ are the transverse and longitudinal effective masses. The surfaces of constant energy are ellipsoids of revolution about $z$. A uniform magnetic field $\mathbf B$ makes an angle $\theta$ with this axis.

(a) The electron circulates at an angular frequency $\omega_c$. The cyclotron mass $m_c$ is defined by $\omega_c=eB/m_c$. Find $m_c$ as a function of $\theta$.

(b) Silicon has six such valleys, two on each cubic axis, with their symmetry axes along the cubic axes. How many distinct electron resonances occur for a field along [100], [110] and [111], and what are their masses?

The electron has charge $-e$ with $e>0$, and SI units are used. The motion is semiclassical, with no anomalous velocity and no transfer between valleys. Scattering is left out until the question of observing the lines arises.

## Equations of motion

The velocity is the gradient of the energy, and the magnetic force changes the crystal momentum:

$$
\mathbf v=\frac{\partial E}{\partial\mathbf p}=M^{-1}\mathbf p,\qquad
\frac{d\mathbf p}{dt}=-e\,\mathbf v\times\mathbf B .
$$

In the valley's own axes $M$ is the diagonal matrix with entries $m_t,m_t,m_l$. Since $M$ is constant, $\mathbf p=M\mathbf v$ gives

$$
M\dot{\mathbf v}=-e\,\mathbf v\times\mathbf B. \tag{1}
$$

The valley is symmetric about $z$, so the $x$ axis can be turned until the field lies in the $xz$ plane. Write $s=\sin\theta$ and $c=\cos\theta$. The field direction and a unit vector perpendicular to it in the same plane are

$$
\mathbf b=(s,0,c),\qquad \mathbf e_1=(c,0,-s).
$$

With $\hat{\mathbf y}$ they form a right-handed set, $\mathbf e_1\times\hat{\mathbf y}=\mathbf b$. Therefore $\mathbf e_1\times\mathbf b=-\hat{\mathbf y}$ and $\hat{\mathbf y}\times\mathbf b=\mathbf e_1$.

## A tempting solution

The magnetic force is perpendicular to $\mathbf B$. It seems to follow that the electron circulates in the plane normal to $\mathbf B$, apart from a steady motion along the field that can be set to zero. One then writes

$$
\mathbf v=v_1\mathbf e_1+v_y\hat{\mathbf y},\qquad
\mathbf v\times\mathbf B=B(v_y\mathbf e_1-v_1\hat{\mathbf y}),
$$

and projects equation (1) on the two directions of the plane. The inertia along $\mathbf e_1$ is

$$
m_1=\mathbf e_1\cdot M\mathbf e_1=m_tc^2+m_ls^2,
$$

and the inertia along $\hat{\mathbf y}$ is $m_t$. The off-diagonal element $\hat{\mathbf y}\cdot M\mathbf e_1$ vanishes, so the projections are

$$
m_1\dot v_1=-eBv_y,\qquad m_t\dot v_y=eBv_1 .
$$

Differentiating the second equation and inserting the first gives $\ddot v_y=-e^2B^2v_y/(m_tm_1)$. The proposed answer is

$$
m_c^{\text{wrong}}=\sqrt{m_t\,(m_t\cos^2\theta+m_l\sin^2\theta)} .
$$

It looks sound. For $\theta=0$ it gives $m_t$, the mass for circular motion around the symmetry axis. For $\theta=90^\circ$ it gives $\sqrt{m_tm_l}$, the geometric mean of the two masses in the plane of motion. It also reduces to the common mass when $m_l=m_t$.

## Where it fails

Equation (1) has three components, and the tempting solution used two. The third is the projection on $\mathbf b$. The right-hand side has no component along the field, so

$$
\mathbf b\cdot M\dot{\mathbf v}=0. \tag{2}
$$

For the assumed velocity, $M\hat{\mathbf y}=m_t\hat{\mathbf y}$ is perpendicular to $\mathbf b$, and the left-hand side becomes

$$
(\mathbf b\cdot M\mathbf e_1)\,\dot v_1
=(s,0,c)\cdot(m_tc,0,-m_ls)\,\dot v_1
=sc\,(m_t-m_l)\,\dot v_1 .
$$

This does not vanish for an oscillating $v_1$ unless the field is along the axis, perpendicular to it, or the masses are equal. In all other cases the assumed motion violates the equation of motion.

The faulty inference is that a force perpendicular to $\mathbf B$ leaves the velocity along $\mathbf B$ unchanged. What it leaves unchanged is the momentum along $\mathbf B$, because equation (2) says that $\mathbf b\cdot M\mathbf v=\mathbf b\cdot\mathbf p$ is constant. In an anisotropic valley, momentum and velocity point in different directions. Writing the velocity as $\mathbf v=v_1\mathbf e_1+v_y\hat{\mathbf y}+v_b\mathbf b$, this conservation law reads

$$
(m_ts^2+m_lc^2)\,v_b+sc\,(m_t-m_l)\,v_1=\text{constant}.
$$

As $v_1$ oscillates, $v_b$ must oscillate with it. The orbit in momentum space lies in a plane normal to $\mathbf B$, but the orbit in real space is tilted out of that plane. To hold $v_b$ at zero would require a force along the field, and no such force is present.

## The right solution

Now keep all three velocity components, in the valley's own axes. With $\mathbf B=B(s,0,c)$ the vector product is

$$
\mathbf v\times\mathbf B=B\,(c\,v_y,\;s\,v_z-c\,v_x,\;-s\,v_y),
$$

and equation (1) becomes

$$
m_t\dot v_x=-eBc\,v_y,\qquad
m_t\dot v_y=-eB(s\,v_z-c\,v_x),\qquad
m_l\dot v_z=eBs\,v_y .
$$

The first and third equations both contain $v_y$ on the right. Differentiating the second therefore leads to an equation for $v_y$ alone:

$$
m_t\ddot v_y=-eB(s\,\dot v_z-c\,\dot v_x)
=-eB\left(\frac{eBs^2}{m_l}v_y+\frac{eBc^2}{m_t}v_y\right).
$$

The two terms add because the minus sign in front of $c\,\dot v_x$ meets the minus sign in $\dot v_x$. Dividing by $m_t$,

$$
\ddot v_y=-e^2B^2\left(\frac{c^2}{m_t^2}+\frac{s^2}{m_tm_l}\right)v_y .
$$

This is a harmonic oscillation with $\omega_c^2$ equal to the factor multiplying $-v_y$. Setting $\omega_c=eB/m_c$ gives the answer to part (a):

$$
\boxed{\frac{1}{m_c^2}=\frac{\cos^2\theta}{m_t^2}+\frac{\sin^2\theta}{m_tm_l}} \tag{3}
$$

The frequency contains neither the energy nor $\mathbf b\cdot\mathbf p$. Every circulating electron in the valley has the same period, so a thermal distribution does not smear the resonance. This depends on the quadratic energy: in a nonparabolic band the cyclotron mass can vary with the energy, and in some bands also with the momentum along the field.

The rest of the motion follows without further integration. Since $\dot v_x$ and $\dot v_z$ are proportional to $v_y$, each of $v_x$ and $v_z$ is a constant plus an oscillation at $\omega_c$. Averaged over a period, the left-hand side of (1) vanishes, so the mean velocity satisfies $\bar{\mathbf v}\times\mathbf B=0$ and is parallel to $\mathbf b$. Its size follows from the conserved quantity $\mathbf b\cdot M\bar{\mathbf v}=\mathbf b\cdot\mathbf p$:

$$
\bar{\mathbf v}=\mathbf b\,\frac{\mathbf b\cdot\mathbf p}{\mathbf b\cdot M\mathbf b}.
$$

The intuition behind the tempting solution thus holds for the average: the electron drifts along the field. It fails for the motion within each period.

### The same answer in the plane normal to the field

The tempting solution can be repaired with one change. Start from $\dot{\mathbf v}=M^{-1}\dot{\mathbf p}$, where

$$
\dot{\mathbf p}=-eB(v_y\mathbf e_1-v_1\hat{\mathbf y}).
$$

This holds for any $v_b$, because $\mathbf b\times\mathbf b=0$. Projecting on $\mathbf e_1$ and $\hat{\mathbf y}$ gives

$$
\dot v_1=-\frac{eB}{\tilde m}v_y,\qquad \dot v_y=\frac{eB}{m_t}v_1,\qquad
\frac1{\tilde m}=\mathbf e_1\cdot M^{-1}\mathbf e_1=\frac{c^2}{m_t}+\frac{s^2}{m_l}. \tag{4}
$$

Hence $1/m_c^2=1/(m_t\tilde m)$, which is equation (3) again. The quantity to project on the plane is the inverse mass tensor, because the momentum change lies in that plane and the velocity change does not. The tempting solution projected the mass tensor itself, and the inverse of a projection differs from the projection of the inverse.

The size of the error follows from $(m_c^{\text{wrong}}/m_c)^2=m_1/\tilde m$:

$$
\frac{m_1}{\tilde m}=(m_tc^2+m_ls^2)\left(\frac{c^2}{m_t}+\frac{s^2}{m_l}\right)
=c^4+s^4+c^2s^2\left(\frac{m_l}{m_t}+\frac{m_t}{m_l}\right).
$$

With $c^4+s^4=1-2c^2s^2$ this becomes

$$
\left(\frac{m_c^{\text{wrong}}}{m_c}\right)^2=1+\sin^2\theta\cos^2\theta\,\frac{(m_l-m_t)^2}{m_tm_l}.
$$

The wrong mass is too large at every oblique angle when the masses differ. The error vanishes at $0$ and $90^\circ$, which is why the limiting cases did not expose it.

### Limits and a form without special axes

Equation (3) gives $m_c=m_t$ at $\theta=0$ and $m_c=\sqrt{m_tm_l}$ at $\theta=90^\circ$. Between them, $1/m_c^2$ is linear in $\sin^2\theta$, with slope

$$
\frac1{m_tm_l}-\frac1{m_t^2}=\frac{m_t-m_l}{m_t^2m_l}.
$$

For $m_l>m_t$ the slope is negative, so the cyclotron mass grows steadily as the field is tilted away from the axis.

Since $\mathbf b\cdot M\mathbf b=m_ts^2+m_lc^2$ and $\det M=m_t^2m_l$, equation (3) can also be written as

$$
\frac1{m_c^2}=\frac{\mathbf b\cdot M\mathbf b}{\det M}.
$$

Both quantities on the right are unchanged by a rotation of the coordinates, so this form can be used directly in the cubic axes of the crystal.

## The resonances of silicon

Let $b_x,b_y,b_z$ now be the components of the unit vector $\mathbf b$ along the cubic axes. For the two valleys on axis $i$, $\cos^2\theta_i=b_i^2$. Opposite valleys have the same mass tensor and therefore the same cyclotron mass:

$$
\frac1{m_{c,i}^2}=\frac{b_i^2}{m_t^2}+\frac{1-b_i^2}{m_tm_l},\qquad i=x,y,z. \tag{5}
$$

There are at most three distinct resonances. For $m_l\ne m_t$, two pairs of valleys share a resonance when their values of $b_i^2$ agree, and not otherwise, since (5) is then a linear function of $b_i^2$ with nonzero slope.

**Field along [100].** Here $b_i^2=(1,0,0)$. The two $x$ valleys have mass $m_t$. The four $y$ and $z$ valleys have mass $\sqrt{m_tm_l}$. There are two resonances.

**Field along [110].** Here $b_i^2=(\tfrac12,\tfrac12,0)$. For the four $x$ and $y$ valleys,

$$
\frac1{m_c^2}=\frac12\left(\frac1{m_t^2}+\frac1{m_tm_l}\right)=\frac{m_l+m_t}{2m_t^2m_l},
\qquad m_c=m_t\sqrt{\frac{2m_l}{m_l+m_t}} .
$$

The two $z$ valleys are perpendicular to the field and have mass $\sqrt{m_tm_l}$. There are again two resonances.

**Field along [111].** Here $b_i^2=(\tfrac13,\tfrac13,\tfrac13)$. All six valleys share

$$
\frac1{m_c^2}=\frac1{3m_t^2}+\frac2{3m_tm_l}=\frac{m_l+2m_t}{3m_t^2m_l},
\qquad m_c=m_t\sqrt{\frac{3m_l}{m_l+2m_t}} .
$$

There is one resonance. A small misalignment makes the $b_i^2$ unequal and splits the frequency into two or three. These appear as separate peaks only when the splitting exceeds the line width: with the model numbers used below, a tilt of $1^\circ$ toward $[1\bar10]$ or $[11\bar2]$ still leaves one peak, while a tilt of $2^\circ$ resolves the components.

The mass $\sqrt{m_tm_l}$ appears for both [100] and [110], so the three directions together show four different masses. Summing (5) over the axes and using $\sum_ib_i^2=1$ gives a check on any such list:

$$
\sum_i\frac1{m_{c,i}^2}=\frac1{m_t^2}+\frac2{m_tm_l}\qquad\text{for every field direction.} \tag{6}
$$

The tempting formula would have produced the same numbers of lines, since it too depends on $b_i^2$ alone and is monotonic in it. For [100] even its masses are right. The error appears in the oblique valleys of the [110] and [111] fields.

## Are all these lines absorbed?

A count of frequencies is a count of observable lines only if the microwave field drives at least one valley of each line. Take a uniform, linearly polarized electric field normal to $\mathbf B$, and let scattering relax the momentum at the rate $1/\tau$. The electron density is assumed low enough for the driving field to be the same in all valleys, with no plasma shift. Equations (4) become

$$
\dot v_1+\frac{v_1}\tau=-\frac e{\tilde m}(E_1+Bv_y),\qquad
\dot v_y+\frac{v_y}\tau=-\frac e{m_t}(E_y-Bv_1).
$$

Multiply the first by $\sqrt{\tilde m}$ and the second by $i\sqrt{m_t}$, and add. With $w=\sqrt{\tilde m}\,v_1+i\sqrt{m_t}\,v_y$ and $\omega_c=eB/\sqrt{m_t\tilde m}$, the magnetic terms combine into $i\omega_cw$:

$$
\dot w+\left(\frac1\tau-i\omega_c\right)w=-eF,\qquad
F=\frac{E_1}{\sqrt{\tilde m}}+\frac{iE_y}{\sqrt{m_t}} .
$$

For a field of amplitude $E_0$ at an angle $\varphi$ from $\mathbf e_1$, $F=F_0\cos\omega t$ with

$$
|F_0|^2=E_0^2\left(\frac{\cos^2\varphi}{\tilde m}+\frac{\sin^2\varphi}{m_t}\right).
$$

Splitting the cosine into $\tfrac12(e^{i\omega t}+e^{-i\omega t})$, the steady solution is

$$
w=-\frac{eF_0}2\left[\frac{e^{i\omega t}}{1/\tau+i(\omega-\omega_c)}+\frac{e^{-i\omega t}}{1/\tau-i(\omega+\omega_c)}\right].
$$

The power delivered to the electron is $-e(E_1v_1+E_yv_y)=-e\,\mathrm{Re}(F^*w)$. The time average of $\cos\omega t\,e^{\pm i\omega t}$ is $\tfrac12$, so the mean power is

$$
P=\frac{e^2|F_0|^2}{4\tau}\left[\frac1{\tau^{-2}+(\omega-\omega_c)^2}+\frac1{\tau^{-2}+(\omega+\omega_c)^2}\right].
$$

Both terms of $|F_0|^2$ have positive coefficients, so it cannot vanish for any $\varphi$. Every valley responds to every transverse linear polarization. The polarization can change the strength of one valley's response but not its resonance frequency. Summed over the valleys of a line, the strength does not depend on the polarization for a field along [100] or [111], because of the fourfold and threefold symmetry about the field. Of the three directions, only [110] has lines whose strengths change as the polarization is turned. The half-width of a line in $\omega$ is about $1/\tau$ when $\omega_c\tau\gg1$. The lines appear as sharp, separate peaks when this condition holds and their spacing is also well above the width.

## Numbers for a model with round masses

Take the valley positions of silicon with the round model masses $m_t=0.2\,m_e$ and $m_l=0.8\,m_e$, a field of 1 T and $\tau=100$ ps. These are not the measured masses of silicon, which are near $m_t=0.19\,m_e$ and $m_l=0.916\,m_e$ and give cyclotron masses of about $0.19$ and $0.417$ for [100], $0.245$ and $0.417$ for [110], and $0.277$ for [111], in units of $m_e$. A time of 100 ps corresponds to a mobility near $7\times10^5$ cm$^2$/Vs, which requires a pure crystal at a few kelvin. There $\hbar\omega_c/k_B$, between 3 and 7 K at 1 T, is comparable with the temperature. In a quadratic valley the Landau levels are spaced by the same $\hbar\omega_c$, so the line positions carry over, but a single constant $\tau$ is only a model of the widths. Neglecting the plasma shift requires a density well below about $10^{13}$ cm$^{-3}$, an estimate that depends on the sample shape. A free electron in this field has a cyclotron frequency of 27.99 GHz. An electron of cyclotron mass $m_c$ has this frequency divided by $m_c/m_e$.

- **[100]:** the masses are $0.2\,m_e$ for two valleys and $\sqrt{0.2\times0.8}\,m_e=0.4\,m_e$ for four. The frequencies are $27.99/0.2=140$ GHz and $27.99/0.4=70$ GHz.
- **[110]:** four valleys have $0.2\sqrt{1.6/1.0}\,m_e=0.253\,m_e$, which gives 111 GHz. The other two have $0.4\,m_e$ and 70 GHz.
- **[111]:** all six valleys have $0.2\sqrt{2.4/1.2}\,m_e=0.283\,m_e$, which gives 99 GHz.

The sum in (6) is $1/0.2^2+2/(0.2\times0.8)=37.5$ in units of $m_e^{-2}$.

The smallest $\omega_c\tau$ in the list is 44. The half-width $1/\tau$ corresponds to $1/(2\pi\tau)=1.6$ GHz, while the smallest spacing of two lines in one spectrum is $111-70=41$ GHz. Both conditions for separate lines therefore hold. In the numerical check, the maxima of the six-valley absorption were located for twelve transverse polarizations in each field direction. Their number agreed with the list each time, and their positions agreed with it to within the 0.05 GHz step of the frequency grid.

With $\tau=1$ ps the products $\omega_c\tau$ are a hundred times smaller: 0.44 for the heavier [100] line and 0.88 for the lighter one. The rate $1/\tau$ then exceeds both values of $\omega_c$, and the condition $\omega_c\tau\gg1$ fails. For a [100] field and a microwave field along [010], the computed absorption has no maximum between 40 and 200 GHz. This is a property of the sum over valleys. With $u=\omega^2\tau^2$ and $A=1+\omega_c^2\tau^2$, adding the two fractions in $P$ gives $P\propto(A+u)/[(A-u)^2+4u]$ for one valley. Its slope in $u$ at $u=0$ is $(3A-4)/A^3=(3\omega_c^2\tau^2-1)/A^3$. This is positive for 0.88 and negative for 0.44. The two lighter valleys alone would still rise to a broad maximum, while the four heavier ones fall from zero frequency, and the computed sum shows no maximum in the range. The cyclotron masses are unchanged, but this [100] spectrum no longer displays them as peaks.

## Computed results

```
transverse mass m_t = 0.200 m_e
longitudinal mass m_l = 0.800 m_e
magnetic field B = 1.00 T
scattering time tau = 100 ps
free-electron cyclotron frequency = 27.992 GHz
largest relative error of mass formula = 2.2e-15
orbit test: angle theta = 35 degrees
  mass from formula = 0.230440 m_e
  mass from period of orbit 1 = 0.230440 m_e
  mass from period of orbit 2 = 0.230440 m_e
  mass from period of orbit 3 = 0.230440 m_e
B along [100]: 2 distinct resonance(s)
  cos^2(theta) for x, y, z valleys = 1.0000, 0.0000, 0.0000
  m_c = 0.2000 m_e, valleys = 2
    frequency = 139.96 GHz, peak = 139.95 GHz
  m_c = 0.4000 m_e, valleys = 4
    frequency = 69.98 GHz, peak = 70.00 GHz
B along [110]: 2 distinct resonance(s)
  cos^2(theta) for x, y, z valleys = 0.5000, 0.5000, 0.0000
  m_c = 0.2530 m_e, valleys = 4
    frequency = 110.65 GHz, peak = 110.65 GHz
  m_c = 0.4000 m_e, valleys = 2
    frequency = 69.98 GHz, peak = 70.00 GHz
B along [111]: 1 distinct resonance(s)
  cos^2(theta) for x, y, z valleys = 0.3333, 0.3333, 0.3333
  m_c = 0.2828 m_e, valleys = 6
    frequency = 98.97 GHz, peak = 98.95 GHz
sum of 1/m_c^2 over three axes = 37.500 m_e^-2
smallest omega_c*tau in the list = 44.0
largest peak offset, 12 polarizations = 0.019 GHz
[100] peaks from 40 to 200 GHz at tau = 1 ps: 0
```
